# Rigid drift of a small circular void under surface electromigration: test program

```python
"""
Result under test: a circular insulating void of radius a in a wide conducting
film, moved by isotropic surface electromigration, translates rigidly with
    V = -2 D_s delta_s Z e E0 / (k T a)      (along the far field E0, +x)
D_s, delta_s : surface diffusivity and thickness of the mobile layer
Z            : effective valence (negative for electron wind)
gamma, Omega : surface energy, atomic volume;  kappa : curvature of the void
chi = |Z| e E0 a^2 / (Omega gamma) : electromigration against capillarity

Simulation units: length L = 100 nm, potential E0 L, and velocity
U = D_s delta_s |Z| e E0 / (k T L).  For Z < 0 the wall then moves with
    v_n = d/ds [ M ( dphi/ds + (1/chi) dkappa/ds ) ],
where M is the relative mobility (1 if isotropic) and the normal points
into the solid.  The potential comes from a boundary integral equation that
holds for any smooth void, so the circular solution is never put in.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import iv


@lru_cache(maxsize=None)
def periodic_grid(n):
    """Angles and spectral differentiation matrix, n odd."""
    theta = 2 * np.pi * np.arange(n) / n
    i, j = np.indices((n, n))
    half = (theta[i] - theta[j]) / 2
    np.fill_diagonal(half, 1.0)
    deriv = 0.5 * (-1.0) ** (i - j) / np.sin(half)
    np.fill_diagonal(deriv, 0.0)
    return theta, deriv


def wall_state(r, width=None):
    """Geometry and potential on the wall r(theta), far potential -x.
    With width given, the void sits midway between two insulating edges."""
    n = len(r)
    theta, deriv = periodic_grid(n)
    z = r * np.exp(1j * theta)
    dz = deriv @ z
    speed = np.abs(dz)                      # ds/dtheta
    normal = -1j * dz / speed               # out of the void, into the solid
    kappa = np.imag(np.conj(dz) * (deriv @ dz)) / speed**3
    gap = z[None, :] - z[:, None]
    np.fill_diagonal(gap, 1.0)
    if width is None:
        gradient = 1 / (2 * np.pi * gap)
    else:
        gradient = 1 / (2 * width * np.tanh(np.pi * gap / width))
    kernel = np.real(normal[None, :] * gradient)
    np.fill_diagonal(kernel, kappa / (4 * np.pi))
    kernel = kernel * speed[None, :] * 2 * np.pi / n
    phi = np.linalg.solve(0.5 * np.eye(n) + kernel, -z.real)
    return theta, deriv, speed, normal, kappa, phi


def normal_velocity(r, inverse_chi=0.0, beta=0.0, width=None):
    theta, deriv, speed, normal, kappa, phi = wall_state(r, width)
    mobility = np.exp(-beta * np.real(normal**2))   # cos(2 psi) of the normal
    flux = mobility * (deriv @ (phi + inverse_chi * kappa)) / speed
    return (deriv @ flux) / speed, speed


def evolve(r_start, duration, inverse_chi, beta=0.0):
    """Wall at half time and at the end, in the fixed laboratory frame."""
    def rate(t, r):
        v_n, speed = normal_velocity(r, inverse_chi, beta)
        return v_n * speed / r
    run = solve_ivp(rate, (0, duration), r_start, method="Radau",
                    t_eval=[duration / 2, duration], rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[:, 0], run.y[:, 1]


def centroid_x(r):
    theta, _ = periodic_grid(len(r))
    return 2 * np.mean(r**3 * np.cos(theta)) / (3 * np.mean(r**2))


def radii_about_centroid(r):
    theta, _ = periodic_grid(len(r))
    return np.abs(r * np.exp(1j * theta) - centroid_x(r))


# ---------- example: copper line in an accelerated test, rough values ----------
T = 573.0                       # K
a = 100e-9                      # m, also the simulation length L
line_width = 2e-6               # m
current_density = 1e10          # A/m^2
resistivity = 4e-8              # ohm m
Z = -5.0
layer = 0.25e-9                 # m
atomic_volume = 1.18e-29        # m^3
surface_energy = 1.7            # J/m^2
D0_surface, Q_surface = 1e-5, 0.9     # m^2/s, eV
D0_lattice, Q_lattice = 2e-5, 2.0     # m^2/s, eV
barrier_swing = 0.1             # eV, assumed spread of the surface barrier
T_use = 373.0                   # K

e = const.e
kT = const.k * T
kT_eV = kT / e
E0 = resistivity * current_density
D_s = D0_surface * np.exp(-Q_surface / kT_eV)


def drift_speed(radius):
    return -2 * D_s * layer * Z * e * E0 / (kT * radius)


V = drift_speed(a)
chi = abs(Z) * e * E0 * a**2 / (atomic_volume * surface_energy)
U = D_s * layer * abs(Z) * e * E0 / (kT * a)
to_nm_per_h = 1e9 * 3600
recovery_time = a**4 * kT / (12 * D_s * layer * atomic_volume * surface_energy)

# ---------- wall field of the circle ----------
N = 49
theta, deriv, speed, normal, kappa, phi = wall_state(np.ones(N))
field_s = -(deriv @ phi) / speed
assert np.max(np.abs(field_s + 2 * np.sin(theta))) < 1e-10
# the field is a pure sine, so its peak is the amplitude of that harmonic
peak_field = -2 * np.mean(field_s * np.sin(theta))

# ---------- ellipse: velocity follows curvature, so it is no translation ----------
# The arc-length factor of an ellipse has slowly decaying harmonics in the
# polar angle, so the test is made on the finer of two meshes.
p, q = 1.3, 1.0
ellipse_errors = []
for n_wall in (49, 97):
    angle, _ = periodic_grid(n_wall)
    ellipse = p * q / np.sqrt((q * np.cos(angle))**2 + (p * np.sin(angle))**2)
    v_ellipse, _ = normal_velocity(ellipse)
    _, _, _, n_ell, k_ell, _ = wall_state(ellipse)
    rule = (1 + q / p) * k_ell * n_ell.real
    ellipse_errors.append(np.max(np.abs(v_ellipse - rule)))
assert ellipse_errors[-1] < 1e-6
local_drift = v_ellipse / n_ell.real
ellipse_spread = np.max(local_drift) / np.min(local_drift)
assert ellipse_spread > 1.5

# ---------- circles of three radii followed in time ----------
radii = np.array([0.5, 1.0, 2.0])
simulated, distortion = [], []
for R in radii:
    duration = 0.2 * R**2
    _, end = evolve(np.full(N, R), duration, 1 / chi)
    simulated.append(centroid_x(end) / duration * U)
    shape = radii_about_centroid(end)
    distortion.append(np.max(np.abs(shape / R - 1)))
simulated = np.array(simulated)
formula = drift_speed(radii * a)
assert np.max(np.abs(simulated / formula - 1)) < 1e-5
assert max(distortion) < 1e-5
exponent = np.polyfit(np.log(radii), np.log(simulated), 1)[0]
assert abs(exponent + 1) < 1e-5
_, coarse_end = evolve(np.ones(33), 0.2, 1 / chi)
mesh_shift = abs(centroid_x(coarse_end) / 0.2 * U / simulated[1] - 1)
assert mesh_shift < 1e-4

# ---------- a slightly elliptic void recovers its circle ----------
start = 1 + 0.01 * np.cos(2 * theta)
duration = 2 * chi / 12
_, end = evolve(start, duration, 1 / chi)
shrink = np.std(radii_about_centroid(end)) / np.std(radii_about_centroid(start))
measured_recovery = -duration / np.log(shrink) * a / U
# 3 %: finite amplitude and weak coupling to other harmonics
assert abs(measured_recovery / recovery_time - 1) < 0.03

# ---------- finite line width ----------
width_term = np.pi**2 * a**2 / (3 * line_width**2)
v_strip, _ = normal_velocity(np.ones(N), width=line_width / a)
strip_factor = np.mean(v_strip * np.cos(theta))     # 1 in an infinite film
# the neglected next order is the square of the leading term
assert abs(strip_factor - 1 - width_term) < 2 * width_term**2

# ---------- anisotropic surface mobility at small chi ----------
beta = barrier_swing / (2 * kT_eV)
aniso_formula, aniso_simulated, aniso_shape = [], [], []
for b in (beta, -beta):
    factor = 1 / (iv(0, b) - iv(1, b))
    duration = 0.15 / factor
    half, end = evolve(np.ones(N), duration, 1 / chi, beta=b)
    drift = (centroid_x(end) - centroid_x(half)) / (duration / 2)
    aniso_formula.append(factor)
    aniso_simulated.append(drift / 2)
    aniso_shape.append(np.max(np.abs(radii_about_centroid(end) - 1)))
    # 2 %: the formula is the limit of small chi
    assert abs(drift / 2 / factor - 1) < 0.02

# ---------- sizes of other neglected effects ----------
electron_density = 1 / atomic_volume                # one electron per atom
k_fermi = (3 * np.pi**2 * electron_density)**(1 / 3)
free_path = const.hbar * k_fermi / (electron_density * e**2 * resistivity)
lattice_share = D0_lattice * np.exp(-Q_lattice / kT_eV) * a / (D_s * layer)
heat_conductivity = np.pi**2 / 3 * (const.k / e)**2 * T / resistivity
heating = resistivity * current_density**2 * a**2 / heat_conductivity
nonlinearity = abs(Z) * e * 2 * E0 * layer / kT
# at fixed current, resistivity taken proportional to T keeps E0/T fixed
use_factor = np.exp(-Q_surface * e / const.k * (1 / T_use - 1 / T))

print("INPUTS (rough values for a copper line)")
print(f"temperature: {T:.0f} K")
print(f"void radius: {a*1e9:.0f} nm")
print(f"line width: {line_width*1e9:.0f} nm")
print(f"current density: {current_density*1e-10:.1f} MA/cm2")
print(f"resistivity: {resistivity*1e8:.1f} uOhm cm")
print(f"effective valence Z: {Z:.0f}")
print(f"mobile layer thickness: {layer*1e9:.2f} nm")
print(f"atomic volume: {atomic_volume*1e27:.4f} nm3")
print(f"surface energy: {surface_energy:.1f} J/m2")
print(f"surface diffusion prefactor: {D0_surface*1e4:.2f} cm2/s")
print(f"surface diffusion barrier: {Q_surface:.2f} eV")
print("RESULTS")
print(f"kT: {kT_eV:.5f} eV")
print(f"far field E0: {E0*1e-2:.2f} V/cm")
print(f"peak wall field / E0, simulated: {peak_field:.4f}")
print(f"surface diffusivity: {D_s*1e4:.3e} cm2/s")
print(f"drift speed, formula: {V*to_nm_per_h:.2f} nm/h")
print(f"drift speed, formula, in m/s: {V:.3e} m/s")
print(f"time to move one radius: {a/V/3600:.3f} h")
print(f"chi: {chi:.4f}")
print(f"recovery time of elliptic shape, formula: {recovery_time:.1f} s")
print(f"recovery time, simulated: {measured_recovery:.1f} s")
for R, vs, vf in zip(radii, simulated, formula):
    print(f"radius {R*a*1e9:.0f} nm: simulated {vs*to_nm_per_h:.3f},"
          f" formula {vf*to_nm_per_h:.3f} nm/h")
print(f"fitted exponent of speed against radius: {exponent:.6f}")
print(f"largest relative shape change of circles: {max(distortion):.1e}")
print(f"relative speed shift, 33 to 49 wall points: {mesh_shift:.1e}")
print(f"ellipse semi-axes along, across field: {p:.1f}, {q:.1f}")
print(f"ellipse rule, largest error with 49, 97 points (units of U):"
      f" {ellipse_errors[0]:.1e}, {ellipse_errors[1]:.1e}")
print(f"ellipse, max/min of v_n/n_x: {ellipse_spread:.3f}")
print("NEGLECTED EFFECTS")
print(f"finite width, leading speed increase: {100*width_term:.3f} %")
print(f"finite width, simulated increase: {100*(strip_factor-1):.3f} %")
print(f"assumed barrier swing: {barrier_swing:.2f} eV, beta = {beta:.3f}")
for name, f, s, d in zip(("fast flanks", "slow flanks"), aniso_formula,
                         aniso_simulated, aniso_shape):
    print(f"{name}: speed factor formula {f:.3f}, simulated {s:.3f},"
          f" shape change {100*d:.2f} %")
print(f"electron mean free path: {free_path*1e9:.1f} nm")
print(f"mean free path / radius: {free_path/a:.3f}")
print(f"lattice diffusion input: {D0_lattice*1e4:.1f} cm2/s,"
      f" {Q_lattice:.1f} eV")
print(f"lattice / surface transport: {lattice_share:.1e}")
print(f"heat conductivity (Wiedemann-Franz): {heat_conductivity:.0f} W/(m K)")
print(f"Joule heating scale near void: {heating:.1e} K")
print(f"peak work per atomic hop / kT: {nonlinearity:.1e}")
print(f"speed at {T_use:.0f} K, same current:"
      f" {V*use_factor*to_nm_per_h*8760:.1f} nm/year")
print("no test failed")
```

Printed output:

```
INPUTS (rough values for a copper line)
temperature: 573 K
void radius: 100 nm
line width: 2000 nm
current density: 1.0 MA/cm2
resistivity: 4.0 uOhm cm
effective valence Z: -5
mobile layer thickness: 0.25 nm
atomic volume: 0.0118 nm3
surface energy: 1.7 J/m2
surface diffusion prefactor: 0.10 cm2/s
surface diffusion barrier: 0.90 eV
RESULTS
kT: 0.04938 eV
far field E0: 4.00 V/cm
peak wall field / E0, simulated: 2.0000
surface diffusivity: 1.214e-09 cm2/s
drift speed, formula: 88.49 nm/h
drift speed, formula, in m/s: 2.458e-11 m/s
time to move one radius: 1.130 h
chi: 0.1597
recovery time of elliptic shape, formula: 108.3 s
recovery time, simulated: 108.3 s
radius 50 nm: simulated 176.980, formula 176.980 nm/h
radius 100 nm: simulated 88.490, formula 88.490 nm/h
radius 200 nm: simulated 44.245, formula 44.245 nm/h
fitted exponent of speed against radius: -1.000000
largest relative shape change of circles: 2.6e-10
relative speed shift, 33 to 49 wall points: 8.8e-14
ellipse semi-axes along, across field: 1.3, 1.0
ellipse rule, largest error with 49, 97 points (units of U): 1.1e-06, 3.6e-10
ellipse, max/min of v_n/n_x: 2.197
NEGLECTED EFFECTS
finite width, leading speed increase: 0.822 %
finite width, simulated increase: 0.829 %
assumed barrier swing: 0.10 eV, beta = 1.013
fast flanks: speed factor formula 1.430, simulated 1.425, shape change 1.03 %
slow flanks: speed factor formula 0.541, simulated 0.541, shape change 0.53 %
electron mean free path: 16.5 nm
mean free path / radius: 0.165
lattice diffusion input: 0.2 cm2/s, 2.0 eV
lattice / surface transport: 1.7e-07
heat conductivity (Wiedemann-Franz): 350 W/(m K)
Joule heating scale near void: 1.1e-04 K
peak work per atomic hop / kT: 2.0e-05
speed at 373 K, same current: 44.2 nm/year
no test failed
```
